# Binding of a monolayer electron to a distant donor ion

**Q:** A donor sits in a dielectric, well away from a monolayer, and has given its electron to the layer. Why should that electron stay near the donor at all? And what does its binding energy mean?

**A:** The ion left behind has charge $+1$, and its attraction acts through the dielectric. The electron cannot leave the layer, so the best it can do is to sit under the ion. The binding energy $E_b$ is the energy needed to take it from its ground state to rest in the layer, far from the ion. Energies are therefore measured from the band edge of the layer.

I use Hartree atomic units, with $\hbar=e_0=m_e=1$, where $e_0$ is the elementary charge. Let $m$ be the electron's effective mass, $\kappa$ the dielectric constant, $d$ the distance from ion to layer, and $\rho$ the in-plane distance from the point under the ion. The Hamiltonian is

$$H=-\frac{1}{2m}\nabla^2+V,\qquad V(\rho)=-\frac{1}{\kappa\sqrt{\rho^2+d^2}},$$

with the two-dimensional Laplacian. This assumes one electron, an isotropic parabolic band, a layer of negligible thickness and polarizability, a fixed ion, and no gates or other carriers.

**Q:** That potential has no simple closed solution. What does a large distance buy you?

**A:** A well with a parabolic bottom. Put $x=\rho^2/d^2$ and use

$$(1+x)^{-1/2}=1-\frac{x}{2}+\frac{3x^2}{8}-\frac{5x^3}{16}+\dots$$

Multiplication by $-1/(\kappa d)$ gives

$$V=-\frac{1}{\kappa d}+\frac{\rho^2}{2\kappa d^3}-\frac{3\rho^4}{8\kappa d^5}+\frac{5\rho^6}{16\kappa d^7}-\dots$$

The first term is the Coulomb energy directly under the ion. The second is a harmonic restoring potential. Comparing it with $\tfrac12 m\omega^2\rho^2$ gives

$$m\omega^2=\frac{1}{\kappa d^3},\qquad \omega=\frac{1}{\sqrt{m\kappa d^3}}.$$

**Q:** You have assumed $\rho\ll d$. But a larger $d$ also weakens the spring, so the orbital grows. It might grow as fast as $d$.

**A:** It grows more slowly. Try a Gaussian $\psi\propto e^{-\rho^2/2b^2}$. Its density is proportional to $e^{-\rho^2/b^2}$, so $\langle\rho^2\rangle=b^2$. Each momentum component has mean square $1/(2b^2)$, so the kinetic energy is $1/(2mb^2)$. The energy above the well bottom is

$$W(b)=\frac{1}{2mb^2}+\frac{b^2}{2\kappa d^3}.$$

Setting the derivative with respect to $b^2$ to zero gives $b^4=\kappa d^3/m$. With the effective Bohr radius $a=\kappa/m$, the optimum width $l$ satisfies

$$l^4=ad^3,\qquad \frac{l}{d}=\left(\frac{a}{d}\right)^{1/4}.$$

So $l$ grows as $d^{3/4}$, and $l/d$ tends to zero. It does so slowly: $d$ must be much larger than $a$. In the oscillator state, the probability of finding the electron beyond $\rho=d$ is $e^{-d^2/l^2}=e^{-\sqrt{d/a}}$, which falls faster than any power of $a/d$.

**Q:** A trial function gives an upper limit on an energy. Is this Gaussian the true ground state of the harmonic well?

**A:** Yes. In two dimensions $\nabla^2\psi=\psi''+\psi'/\rho$. For $\psi=e^{-\rho^2/2l^2}$,

$$\psi'=-\frac{\rho}{l^2}\psi,\qquad \psi''=\left(\frac{\rho^2}{l^4}-\frac{1}{l^2}\right)\psi,\qquad \nabla^2\psi=\left(\frac{\rho^2}{l^4}-\frac{2}{l^2}\right)\psi.$$

From $l^4=\kappa d^3/m$ and $\omega^2=1/(m\kappa d^3)$ it follows that $l^2=1/(m\omega)$. Then

$$-\frac{1}{2m}\nabla^2\psi+\frac{m\omega^2\rho^2}{2}\psi
=\left(-\frac{m\omega^2\rho^2}{2}+\omega+\frac{m\omega^2\rho^2}{2}\right)\psi=\omega\psi.$$

The function has no node, so it is the ground state. Its energy is $\omega$, not $\omega/2$, because motion along $x$ and along $y$ each contributes $\omega/2$. The ground-state energy is thus $-1/(\kappa d)+\omega$ at this order, and its negative is the binding energy:

$$\boxed{E_b\simeq\frac{1}{\kappa d}-\frac{1}{\sqrt{m\kappa d^3}}\qquad(d\gg a)}$$

The first term is what a classical electron at rest under the ion would have. The second is the price of confinement. Half of it is kinetic energy, and half is the rise in potential energy as the electron spreads away from the centre.

**Q:** How large is the price relative to the Coulomb energy?

**A:** Their ratio is

$$\kappa d\,\omega=\sqrt{\frac{\kappa}{md}}=\sqrt{\frac{a}{d}}\equiv e.$$

The symbol $e$ denotes this ratio from here on, except in exponentials such as $e^{-s/2}$ or $e^{\mu/kT}$, whose exponent contains a variable. Hence $\kappa dE_b\simeq1-e$. At $d=100a$ the zero-point energy is still one tenth of the Coulomb energy. A heavier electron has a smaller $a$, and for $m\to\infty$ at fixed $d$ the classical value is recovered.

**Q:** You dropped the quartic term. If the next correction were also of order $e$, your second term would be meaningless.

**A:** We can calculate it. Let $s=\rho^2/l^2$ and divide the dropped terms by $\omega=e/(\kappa d)$. Since $l^2=ed^2$,

$$-\frac{3l^4s^2}{8\kappa d^5}\frac{1}{\omega}=-\frac{3e}{8}s^2,\qquad
\frac{5l^6s^3}{16\kappa d^7}\frac{1}{\omega}=\frac{5e^2}{16}s^3.$$

The perturbation is small compared with the level spacing. The area element is $\pi l^2ds$, so averages in the ground state use the weight $e^{-s}$ (here the exponential function), and $\langle s^k\rangle=k!$. The first-order quartic shift is therefore $-\tfrac{3e}{8}\cdot2=-\tfrac{3e}{4}$ in units of $\omega$. Multiplied by $\omega=e/(\kappa d)$, it lowers the energy by $3e^2/(4\kappa d)$. That is one power of $e$ smaller than the zero-point term.

**Q:** Go one order further. I want to see whether the series behaves.

**A:** At the next order the sextic term enters once and the quartic term twice. The second part needs the excited states. The perturbation is circularly symmetric, so only states of zero angular momentum mix. Write them as $\psi=e^{-s/2}L(s)$. For a function of $s$ alone, $\nabla^2\psi=(4/l^2)(s\psi_{ss}+\psi_s)$, and

$$s\psi_{ss}+\psi_s=e^{-s/2}\left[sL''+(1-s)L'+\left(\frac{s}{4}-\frac12\right)L\right].$$

The oscillator Hamiltonian is $\tfrac{\omega}{2}(-l^2\nabla^2+s)$. Acting on $\psi$, it gives

$$\omega e^{-s/2}\left\{-2[sL''+(1-s)L']+L\right\}.$$

The Laguerre polynomials $L_0=1$, $L_1=1-s$ and $L_2=1-2s+s^2/2$ satisfy $sL''+(1-s)L'=-nL$, as substitution shows. Their energies are $\omega(2n+1)$. With the weight $e^{-s}$ they are orthogonal and have unit norm. Now

$$s^2=2L_0-4L_1+2L_2,$$

so $\langle1|s^2|0\rangle=-4$ and $\langle2|s^2|0\rangle=2$, and no higher state is reached. These states lie $2\omega$ and $4\omega$ above the ground state. In units of $\omega$ the two contributions are

$$\frac{5e^2}{16}\cdot3!-\left(\frac{3e}{8}\right)^2\left[\frac{16}{2}+\frac{4}{4}\right]
=\left(\frac{120}{64}-\frac{81}{64}\right)e^2=\frac{39}{64}e^2.$$

Collecting all terms, multiplying by $\omega$ and reversing the sign gives

$$\kappa dE_b=1-e+\frac34e^2-\frac{39}{64}e^3+O(e^4).$$

**Q:** The Taylor series of $V$ diverges for $\rho>d$, and the wave function reaches there. Can you trust these coefficients?

**A:** I do not claim that the series in $e$ converges. It is an expansion for small $e$. Two facts support its use. Each derivative of $(1+x)^{-1/2}$ has its largest magnitude at $x=0$, so the error of the truncated potential is never larger than the first omitted term, even for $x>1$. And outside the classical turning radius, which is of order $l$, the true ground state decays.

An independent check is to diagonalize the full radial Hamiltonian, with the square root left intact, in polynomials on a disc of radius $12l$. From the energies at $e=0.01$ and $e=0.005$, with the leading error eliminated between them, the coefficient of $e^2$ is $0.7500$ and that of $e^3$ is $-0.6093$. The derived values are $0.7500$ and $-0.6094$. The dimensionless binding $\kappa dE_b$ compares as follows.

| $d/a$ | full | two terms | four terms |
|---:|---:|---:|---:|
| 2 | 0.539 | 0.293 | 0.452 |
| 10 | 0.744 | 0.684 | 0.740 |
| 100 | 0.9070 | 0.9000 | 0.9069 |
| 1000 | 0.9691 | 0.9684 | 0.9691 |

**Q:** The two-term value is too small in every row. Is that an accident of the chosen distances?

**A:** No, it holds for every $d$. The function $(1+x)^{-1/2}$ is convex, so it lies above its tangent at $x=0$:

$$(1+x)^{-1/2}\ge1-\frac{x}{2}.$$

After multiplication by $-1/(\kappa d)$, this says that the true potential lies below the harmonic one, except at $\rho=0$, where they touch. Take the oscillator ground state as a trial function for the true Hamiltonian. Its mean energy is below $-1/(\kappa d)+\omega$, and the true ground energy is no higher than that mean. Also $V\ge-1/(\kappa d)$, and the kinetic energy is positive. Together,

$$\frac{1}{\kappa d}-\omega<E_b<\frac{1}{\kappa d}.$$

**Q:** At $d=a$ your formula gives zero. Does the electron become free there?

**A:** No. The strict lower bound shows that $E_b$ is positive at $d=a$. The formula fails there because $l=d$ and the well is no longer harmonic over the orbital.

The failure starts at larger $d$. In units with $\kappa=m=1$, the derivative of $d^{-1}-d^{-3/2}$ is $-d^{-2}+\tfrac32d^{-5/2}$, which vanishes at $d=9/4$. Below $2.25a$ the formula says that binding weakens as the ion approaches. The true binding must strengthen, because a smaller $d$ makes $V$ more negative at every $\rho$. In that region the full problem has to be solved.

**Q:** Layered dielectrics polarize differently along and across the layers. Is the result useless for hBN?

**A:** It carries over if the medium is uniform and its axis is normal to the layer. Let $\epsilon_i$ be the in-plane constant and $\epsilon_o$ the out-of-plane one. The potential $\phi$ of a unit charge obeys

$$\epsilon_i(\partial_x^2+\partial_y^2)\phi+\epsilon_o\partial_z^2\phi=-4\pi\delta(x)\delta(y)\delta(z).$$

Set $z'=\gamma z$ with $\gamma=\sqrt{\epsilon_i/\epsilon_o}$. Then $\epsilon_o\partial_z^2=\epsilon_i\partial_{z'}^2$ and $\delta(z)=\gamma\delta(z')$. Division by $\epsilon_i$ gives

$$\nabla'^2\phi=-\frac{4\pi\gamma}{\epsilon_i}\delta(x)\delta(y)\delta(z')
=-\frac{4\pi}{\sqrt{\epsilon_i\epsilon_o}}\delta(x)\delta(y)\delta(z').$$

This is the isotropic problem with

$$\kappa=\sqrt{\epsilon_i\epsilon_o},\qquad d\to D=\gamma d.$$

All earlier formulas hold with $D$ in place of $d$. Since $\kappa D=\epsilon_id$, the Coulomb term depends on the in-plane constant alone.

**Q:** Then give me numbers.

**A:** Take a monolayer semiconductor channel inside thick hBN, with a donor at $d=10$ nm. Rough typical inputs are $m=0.5$, $\epsilon_i=7$ and $\epsilon_o=3.5$. The constants are static ones because the ion does not move; polarization of the lattice by the electron itself is left out. The parameters follow as

$$\kappa=\sqrt{7\times3.5}=4.950,\qquad D=\sqrt{2}\times10=14.14\ \text{nm}.$$

The effective Bohr radius is $4.950/0.5=9.90$ atomic units, or $0.524$ nm. Hence $D/a=27.0$ and $e=1/\sqrt{27.0}=0.1925$. The Coulomb energy $1/(\kappa D)$ is $20.57$ meV, and the zero-point energy is $0.1925\times20.57=3.96$ meV. The two-term result is

$$E_b\simeq20.57-3.96=16.61\ \text{meV}\quad(6.1\times10^{-4}\ \text{hartree}).$$

The next term adds $0.75\times0.1925^2\times20.57=0.57$ meV, giving $17.18$ meV. The fourth subtracts $0.09$ meV, giving $17.09$ meV. Diagonalization of the full potential gives $17.11$ meV. The two-term formula is thus low by $2.9\%$ of the full value. The second decimals serve only to compare the approximations; the inputs are not known that well.

**Q:** And the orbital? With $D/a=27$, is it really small compared with the distance?

**A:** Only moderately. The oscillator length is $l=6.20$ nm, or $0.44D$. The full calculation gives an rms radius of $7.12$ nm. The quartic term explains most of the difference, because it softens the well. To first order it mixes in the state $L_1$ with amplitude

$$c_1=-\frac{(-3e/8)(-4)}{2}=-\frac{3e}{4}.$$

Since $s=L_0-L_1$, we have $\langle1|s|0\rangle=-1$, and

$$\frac{\langle\rho^2\rangle}{l^2}=1+2c_1(-1)=1+\frac{3e}{2}.$$

For the example this gives $6.20\sqrt{1+1.5\times0.1925}=7.04$ nm. The binding energy is less sensitive to the softening than the radius is, because most of it is the constant $1/(\kappa D)$: relative to that, the correction starts at order $e^2$. The confinement energy itself changes at relative order $e$, as $\langle\rho^2\rangle$ does; in the example it falls by $13\%$ while the rms radius grows by $15\%$.

**Q:** The monolayer is itself polarizable. You have treated it as absent from the electrostatics.

**A:** Let $\alpha$ be its in-plane polarizability per area, in excess of the hBN it displaces. At in-plane wavevector $q$, a potential $\phi$ induces the sheet charge $-\alpha q^2\phi$. A sheet charge $\sigma$ produces the potential $2\pi\sigma/(\kappa q)$ in its own plane. With $\phi_0$ the potential of the ion alone,

$$\phi=\phi_0-\frac{2\pi\alpha q}{\kappa}\phi,\qquad
\phi=\frac{\phi_0}{1+r_sq},\qquad r_s=\frac{2\pi\alpha}{\kappa}.$$

The ion's potential contains the factor $e^{-qD}$ (again the exponential), so $q$ is of order $1/D$. For $r_s\ll D$ we may replace $1/(1+r_sq)$ by $e^{-r_sq}$, which moves the ion from $D$ to about $D+r_s$. The Coulomb energy falls by about $r_s/(\kappa D^2)$. This has the same power of distance as the $e^2$ term, so both leading terms survive at large $D$.

For a generous estimate, put $2\pi\alpha=4$ nm, a rough screening length of a monolayer in vacuum, without subtracting the displaced hBN. This bounds the effect only for layers whose vacuum value is below about 6 nm. Then $r_s=0.81$ nm. With the full factor $1/(1+r_sq)$, the binding falls by $0.81$ meV to $16.29$ meV; the leading estimate $r_s/(\kappa D^2)=1.18$ meV overstates the shift at this distance. A slab of hBN of thickness $t$ has polarizability $(\epsilon_i-1)t/(4\pi)$ per area, so the subtraction lowers $2\pi\alpha$ by $(\epsilon_i-1)t/2$, about 2 nm for $t=0.65$ nm. That roughly halves the shift. Either way it is comparable to the $0.50$ meV error of the two-term formula, so higher terms in $e$ are worth adding only if layer polarization is treated too.

**Q:** How close is this to a real transistor channel?

**A:** The mass, dielectric constants and spacing are plausible for an encapsulated monolayer, but the donor is a model charge, not an identified defect. Real devices also have gates, which the model leaves out. Put a metal gate 50 nm from the layer, on the donor's side. It adds an image of charge $-1$ at $2\times50-10=90$ nm from the layer, which costs about $20.57\times10/90=2.3$ meV. The full calculation gives a binding of $14.83$ meV, lower by $13\%$. The electron's own image energy is the same everywhere in the layer and cancels from $E_b$. Carrier density is a second limit. The orbital areas $\pi l^2$ add up to the whole area of the layer at a donor density of $8\times10^{11}$ cm$^{-2}$, so neighbouring orbitals overlap there. The isolated-donor picture fails well before that, because the potentials reach further than the orbitals. Randomly placed donors have a mean nearest-neighbour distance of $0.5/\sqrt{n_D}$ at density $n_D$. At $10^{11}$ cm$^{-2}$ this is 16 nm, and a neutral neighbour at that distance shifts the electron's energy by about 8 meV in first order. At $10^{10}$ cm$^{-2}$ it is 50 nm, where a neutral neighbour gives $0.3$ meV and an ionised one about 6 meV. Free electrons also screen the ion. For a dilute gas of density $n$ the screening length is $\kappa kT/(2\pi n)$, which equals $D$ at about $10^{11}$ cm$^{-2}$ and 300 K; linear screening then lowers the binding to about 6 meV. A channel that is switched on typically holds roughly $10^{12}$ to $10^{13}$ electrons per cm$^2$, where isolated-donor binding is not a valid picture.

**Q:** Could finite thickness, dielectric breakdown or tunnelling back to the ion spoil it as well?

**A:** Not for these inputs. Averaging the Coulomb energy over a layer $0.65$ nm thick changes it by $0.007$ meV. The ion's field at the layer is $0.02$ MV/cm, far below the breakdown field of hBN, which is roughly $10$ MV/cm. For a rectangular barrier of $2$ eV, an assumed height, and the same mass, the tunnelling factor over 10 nm is about $3\times10^{-45}$. That concerns the rate only. The donor's own level must also lie above the bound level in the layer, or the electron would be on the donor in equilibrium.

**Q:** At room temperature $kT$ is larger than your binding energy. Is the electron bound in use?

**A:** At 4 K, yes; at 300 K, hardly ever in this orbital. Take a donor density $n_D=10^{10}$ cm$^{-2}$, at most one electron per donor, and overall neutrality. Let $f$ be the fraction of donors whose ground orbital is filled, $g$ the spin and valley degeneracy, and $\mu$ the chemical potential. If only the ground orbital is counted,

$$\frac{f}{1-f}=g\,e^{(\mu+E_b)/kT},\qquad
n_D(1-f)=g\frac{mkT}{2\pi}e^{\mu/kT},$$

where the second relation holds for dilute free electrons. Eliminating $\mu$ removes $g$:

$$\frac{(1-f)^2}{f}=\frac{mkT}{2\pi n_D}\,e^{-E_b/kT}.$$

The prefactor counts the thermally accessible free states per donor, for one spin and valley. If it is large enough to outweigh the factor $e^{-E_b/kT}$, most ground orbitals are empty even though $E_b$ exceeds $kT$. Many of those electrons may still sit in excited bound orbitals, which this count omits.

With full Fermi statistics, $E_b=17.11$ meV and $g=4$, the ground orbital is practically full at 4 K, where $kT=0.34$ meV. At 300 K its occupation is at most $0.7\%$. It is an upper limit because excited bound orbitals also take electrons. They lower $\mu$ and the number of empty donors, and the ground occupation is proportional to the latter times $e^{\mu/kT}$. At this fixed donor density the limit drops to one half at about 45 K; the ground occupation itself does so at a lower temperature. If the roughly 30 orbitals that lie below the potential at the edge of each donor's share of the area are counted, the ground occupation halves at about 24 K and the total bound fraction at about 74 K; both values depend on that cutoff. All these estimates ignore screening by the free electrons and the potentials of ionised neighbours, which amount to several meV once many donors are ionised. The example therefore describes a cryogenic device with few donors. The numerical output below lists the remaining digits.

## Table of computed values

```
Extracted coefficient of e^2: 0.7500 (3/4 = 0.7500)
Extracted coefficient of e^3: -0.6093 (-39/64 = -0.6094)
Extracted coefficient of e in <rho^2>/l^2: 1.5000
Dimensionless kappa*D*E_b: D/a, full, two terms, four terms
       2  0.53937  0.29289  0.45245
       5  0.66508  0.55279  0.64828
      10  0.74422  0.68377  0.73950
      30  0.83932  0.81743  0.83872
     100  0.90695  0.90000  0.90689
    1000  0.96911  0.96838  0.96911
   10000  0.99007  0.99000  0.99007
Inputs: eps_in 7.0, eps_out 3.5, mass 0.5 m_e
Ion distance d: 10.0 nm; scaled distance D: 14.14 nm
kappa: 4.950; effective Bohr radius a: 0.524 nm
D/a: 27.00; expansion parameter e: 0.1925
Coulomb energy: 20.57 meV
Zero-point energy: 3.96 meV
Binding, two terms: 16.61 meV = 6.105e-04 hartree
Binding, three terms: 17.18 meV
Binding, four terms: 17.09 meV
Binding, full potential: 17.11 meV = 6.287e-04 hartree
Two-term shortfall: 2.9 %
Oscillator length l: 6.20 nm; full rms radius: 7.12 nm
Layer screening length: 4.0 nm in vacuum, 0.81 nm in hBN
Binding with layer polarizability: 16.29 meV (shift -0.81 meV)
Binding with gate 50 nm from layer: 14.83 meV (shift -2.28 meV)
Coulomb shift from thickness 0.65 nm: 0.0072 meV
Ion field normal to layer: 0.0206 MV/cm
Tunnelling factor, 2 eV barrier, same mass: 10^(-44)
Donor density where orbitals touch, 1/(pi l^2): 8.27e+11 cm^-2
Donor density: 1e+10 cm^-2; spin-valley degeneracy: 4
At 4 K: kT 0.34 meV, ground occupation at most 100.00 %
At 300 K: kT 25.85 meV, ground occupation at most 0.71 %
Ground occupation limit falls to one half at 45 K
```
